# Surface energies from a linear slab fit, and the mismatched-bulk drift

## Definitions and conventions

A slab consists of $N$ identical atomic layers with vacuum on both sides. Its two surfaces are equivalent, it is neutral, and its layers are not relaxed. Let $E_N$ be its energy per unit area and $e$ the energy per unit area of one layer deep in the bulk, both at the same numerical settings. The surface energy $\sigma$ is the excess energy per unit area of one surface:

$$\sigma=\lim_{N\to\infty}\tfrac12\,(E_N-Ne).$$

The factor $\tfrac12$ is there because a slab has two surfaces. Calling the finite-size remainder $r_N$, we have

$$E_N=2\sigma+Ne+r_N,\qquad r_N\to0. \tag{1}$$

Formulas are in Hartree atomic units; energies per area are quoted in mJ/m². The Fiorentini–Methfessel method takes $e$ from the slope of $E_N$ against $N$, not from a separate bulk calculation.

The example has the density and layer spacing of Na(110), with the ions smeared into a uniform positive background (jellium). A "layer" is then a background thickness $d=0.3033$ nm. The cubic lattice constant is a rough 0.429 nm, and each atom gives one electron.

## Three slabs by hand

Three slab energies, in mJ/m², are

$$E_{13}=-33372.996,\quad E_{17}=-43746.633,\quad E_{21}=-54116.937 .$$

For three equally spaced points the least-squares slope is the difference of the outer two divided by their separation, since the middle point sits at the mean $N$ and has no lever arm:

$$e_{\rm fit}=\frac{-54116.937+33372.996}{8}=-2592.993 .$$

The line passes through the mean point, $\bar N=17$ and $\bar E=-43745.522$. Its intercept is therefore

$$2\sigma_{\rm fit}=\bar E-\bar N e_{\rm fit}=-43745.522+44080.875=335.353,$$

so $\sigma_{\rm fit}=167.7$ mJ/m². A surface energy of this size has been extracted from totals 200 to 320 times larger, which is why small errors in $e$ matter.

Now take the bulk energy from elsewhere. The energy of the uniform electron gas, evaluated in the continuum with the same exchange-correlation functional, gives $e'=-2590.789$ for the same density. It differs from the fitted slope by less than one part in a thousand. Using it slab by slab,

$$\sigma'_N=\tfrac12(E_N-Ne')=153.6,\;148.4,\;144.8\quad\text{for }N=13,17,21 .$$

The values fall steadily, and thicker slabs make the result worse. The slabs were solved on a coarse grid and $e'$ was not, so the two energies do not belong together.

## The divergence law

Let the separate bulk energy be $e'=e+\delta$. Inserting (1),

$$\sigma'_N=\tfrac12\left(2\sigma+Ne+r_N-Ne-N\delta\right)=\sigma+\frac{r_N}{2}-\frac{N\delta}{2}. \tag{2}$$

Since $r_N\to0$, any fixed $\delta\neq0$ produces a linear divergence with slope $-\delta/2$ per layer. A bulk energy that is too high makes $\sigma'_N$ fall; one that is too low makes it rise.

A separate bulk energy is harmless if it is matched well enough. To keep the error below $\tau$ up to thickness $N_{\max}$ one needs $|\delta|<2\tau/N_{\max}$. For $\tau=1$ mJ/m² and 21 layers this is 0.095 mJ/m² per layer, or about 0.08 meV per atom at this density.

## The fit in general

For $m$ slabs, minimize $\sum_N(E_N-b-cN)^2$ over intercept $b$ and slope $c$. The derivative with respect to $b$ gives $\sum_N(E_N-b-cN)=0$, so $b=\bar E-c\bar N$. Substituting this into the derivative with respect to $c$, and using $\sum_N(N-\bar N)=0$,

$$c=\frac{1}{S}\sum_N(N-\bar N)E_N,\qquad S=\sum_N(N-\bar N)^2 .$$

The intercept is thus a weighted sum of slab energies:

$$2\sigma_{\rm fit}=\sum_N w_NE_N,\qquad w_N=\frac1m-\frac{\bar N(N-\bar N)}{S}. \tag{3}$$

The weights obey $\sum w_N=1$. Since $\sum(N-\bar N)N=S$, they also obey $\sum w_NN=\bar N-\bar N=0$. Inserting (1) into (3) gives

$$\sigma_{\rm fit}=\sigma+\tfrac12\sum_Nw_Nr_N. \tag{4}$$

The bulk energy has dropped out. An error proportional to $N$ and common to all slabs goes into the slope and leaves $\sigma_{\rm fit}$ untouched. Two things survive: finite-size remainders, through (4), and errors of the surface region itself, which are part of the intercept.

The three-slab example shows the leakage. With a matched $e=-2592.895$, computed independently below, the three slabs give 167.32, 166.29 and 166.93 mJ/m², with mean 166.85. The fitted slope was lower than $e$ by 0.097, and the lever arm turns this into $17\times0.097/2=0.83$. The sum is the 167.7 found above.

**Random errors.** Suppose each $E_N$ carries an independent error of standard deviation $s$. The cross term in $\sum w_N^2$ vanishes because $\sum(N-\bar N)=0$, so

$$\mathrm{sd}(\sigma_{\rm fit})=\frac s2\sqrt{\frac1m+\frac{\bar N^2}{S}} .$$

For $N=6,\dots,21$ one has $m=16$, $\bar N=13.5$, $S=340$, hence $0.387\,s$. The alternative $e\approx E_N-E_{N-1}$ uses two slabs:

$$\sigma_{\rm inc}=\tfrac12\left[NE_{N-1}-(N-1)E_N\right],\qquad \mathrm{sd}=\frac s2\sqrt{N^2+(N-1)^2},$$

which at $N=21$ is $14.5\,s$ and grows with thickness. Simulated Gaussian errors gave $0.385\,s$ and $14.56\,s$. If the errors of neighbouring slabs are correlated, these formulas do not apply.

## Computing the slab energies

**Subbands.** The electrons move freely parallel to the surface and occupy levels $\varepsilon_i$ across it. With spin, the number of in-plane states per area is $2\cdot2\pi k\,dk/(2\pi)^2=k\,dk/\pi=dE/\pi$. A subband below the Fermi level $\mu$ therefore holds $f_i=(\mu-\varepsilon_i)/\pi$ electrons per area and contributes

$$\int_{\varepsilon_i}^{\mu}\frac{E\,dE}{\pi}=\frac{\mu^2-\varepsilon_i^2}{2\pi}.$$

If $p$ subbands are occupied and there are $Q=N\bar nd$ electrons per area, with $\bar n$ the background density, then $\mu=(\pi Q+\sum_{i\le p}\varepsilon_i)/p$. The right $p$ is the one for which $\mu$ lies between levels $p$ and $p+1$.

**Potential.** With $n_+(z)$ the background profile, equal to $\bar n$ inside the slab and zero outside, the electrostatic potential energy of an electron is

$$v_{\rm es}(z)=-2\pi\int|z-z'|\,[n(z')-n_+(z')]\,dz'.$$

Because $|z|''=2\delta(z)$, with $\delta(z)$ the Dirac function, this satisfies Poisson's equation $v_{\rm es}''=-4\pi(n-n_+)$. Beyond the charge it equals $\mp2\pi$ times ($z$ times the total charge minus the dipole), and both vanish for a neutral symmetric slab. The vacuum level is thus zero and the work function is $W=-\mu$.

**Energy.** The total potential is $v=v_{\rm es}+v_{\rm xc}$, in the local density approximation (LDA) with Perdew–Wang correlation. The band energy contains $\int vn$, which must be removed to leave the kinetic energy:

$$E_N=\sum_i^{\rm occ}\frac{\mu^2-\varepsilon_i^2}{2\pi}-\int vn\,dz+\frac12\int v_{\rm es}(n-n_+)\,dz+\int\epsilon_{\rm xc}(n)\,n\,dz .$$

**Grid.** The kinetic operator is $-(\psi_{j+1}-2\psi_j+\psi_{j-1})/(2h^2)$ with $h=d/10=0.573$ bohr, coarse on purpose. The background edges lie midway between grid points for every $N$, and three layer spacings of vacuum are left on each side. All slabs thus share the same discretization.

**Self-consistency.** Let $R=v_{\rm out}[v]-v$ be the mismatch between the potential put in and the one its density generates. Demanding $R=0$ after a change $\Delta v$, to first order, gives $\Delta v=(1-J)^{-1}R$ with $J=\partial v_{\rm out}/\partial v$. At long wavelength $2\pi/q$ the electrostatic part of $J$ grows as $1/q^2$, so simple mixing is unstable in thick slabs unless its steps are tiny. A local estimate of $J$ suffices. From $n=(2E)^{3/2}/3\pi^2$, with $E$ the local kinetic Fermi energy,

$$K(z)=\frac{dn}{dE}=\frac{(3\pi^2n)^{1/3}}{\pi^2},\qquad \Delta n=-K\left(\Delta v-\frac{\int K\Delta v\,dz}{\int K\,dz}\right),$$

where the subtracted mean conserves the electron number. The Coulomb kernel acting on $\Delta n$ gives $J\Delta v$. Call the resulting step $P$. Anderson acceleration corrects what this estimate omits. From the last eight changes $\Delta v_j$ and $\Delta P_j$ it finds the $\gamma_j$ minimizing $|P-\sum\gamma_j\Delta P_j|$, and sets $v_{\rm new}=v+P-\sum\gamma_j(\Delta v_j+\Delta P_j)$. Each slab was iterated until $|R|<10^{-7}$ hartree everywhere.

## The matched bulk and the size of the mismatch

An independent value of $e$ comes from a uniform periodic system on the same grid. A plane wave $e^{ikz}$ inserted in the difference operator has energy

$$\frac{1-\cos kh}{h^2}=\frac{k^2}{2}-\frac{h^2k^4}{24}+\dots$$

Filling these levels with 400 $k$-points per layer period gives $e=-2592.895$ mJ/m² per layer. The line through all 16 slabs has slope $-2592.871$, which differs by 0.02 meV per atom.

The expansion also predicts $\delta$ for the continuum reference. At fixed density the energy is stationary with respect to shifts of the occupation, so to leading order one averages the extra term over the undistorted Fermi sphere of radius $k_F$. There $\langle k^4\rangle=\tfrac37k_F^4$ and $\langle\cos^4\theta\rangle=\tfrac15$, hence

$$\frac{\delta}{\bar nd}\simeq\frac{h^2}{24}\cdot\frac{3}{35}\,k_F^4 .$$

With $k_F=0.4808$ bohr⁻¹ this is $6.27\times10^{-5}$ hartree, or 1.71 meV per electron. Per layer it is 2.101 mJ/m²; direct subtraction of the two bulk energies gives 2.106.

## Reading the results

Equation (2) predicts a drift of $-2.106/2=-1.053$ mJ/m² per layer. A line through the 16 values of $\sigma'_N$ has slope $-1.041$. The difference of 0.012 is half the difference between the fitted slope and $e$, and so comes from $r_N$. At 21 layers the continuum reference gives 144.8 mJ/m² where the matched one gives 166.9, an error of 13% from less than 2 meV per atom.

The mismatch need not come from the grid spacing. Keeping the grid but using 6 $k$-points along $z$ in the bulk gives $e'=-2600.408$, which is too low. The predicted drift is $+3.757$, and the slabs give $+3.769$. At 21 layers $\sigma'_N$ has risen to about 246 mJ/m². With 48 $k$-points the bulk error is less than a tenth of that with 6.

If the grid causes the mismatch with the continuum value, halving $h$ must move the slope by the amount the periodic system predicts. For even $N$ from 6 to 20 the slab slope rose by 1.594 mJ/m² per layer, against a prediction of 1.581.

The fit through all 16 slabs gives

$$\sigma_{\rm fit}=166.5\ \text{mJ/m}^2=1.069\times10^{-4}\ \text{hartree/bohr}^2 .$$

The grid error of the surface region remains in it. On the even-$N$ set, halving $h$ changes $\sigma_{\rm fit}$ from 167.1 to 165.1 mJ/m², about 1%. With an error proportional to $h^2$, a third of that change still remains on the finer grid, so the coarse-grid value of 166.5 is too high by about 2.6 mJ/m² and the converged jellium value is near 164. The fit cures the mismatch, not insufficient convergence.

**Finite-size oscillations.** In a slab of thickness $L$ the subband bottoms lie near $k=\pi i/L_{\rm eff}$, where $L_{\rm eff}$ differs from $L$ by a constant. A new subband crosses the Fermi level each time $L$ grows by $\pi/k_F$. Sampling in steps of $d$ shows this through the phase $k_Fd=2.756$ modulo $\pi$. It falls short of $\pi$ by 0.385, so the pattern repeats every $\pi/0.385\approx8.15$ layers. With the matched bulk, $\sigma'_N$ ranges over 3.1 mJ/m² for $N=6$–13 and over 0.9 for $N=14$–21.

Windows of eight layers nearly span one period. The two just named give 166.2 and 166.6 mJ/m², but their closeness to the full fit is partly luck: the nine possible eight-layer windows between $N=6$ and 21 give values from 163.5 to 168.8 mJ/m². What remains of the oscillation tilts the line, and the lever arm magnifies the tilt. Thick slabs have smaller $r_N$ but a longer lever arm: the random-error factor is $0.75\,s$ for the first window and $1.36\,s$ for the second. Discarding thin slabs therefore has a price.

## A force argument and the work function

The slope can also be obtained from one slab. Extend the background at one edge by $\Delta L$ and add $\bar n\Delta L$ electrons per area to keep neutrality. Each electron costs $\mu$. The added positive charge sits at the edge and costs $-v_{\rm es}({\rm edge})$ per unit charge. Relaxation of the electron density enters in second order, because the energy is stationary. Hence $dE/dL=\bar n[\mu-v_{\rm es}({\rm edge})]$. For a thick slab $dE/dL=e/d$, so

$$\frac{e}{\bar nd}=\mu-v_{\rm es}({\rm edge})=-W-v_{\rm es}({\rm edge}).$$

For 20 layers on the finer grid $W=2.914$ eV and the right side is $-2.108$ eV, while the periodic bulk gives $-2.105$ eV. For this slab and grid the relation links bulk energy and work function to about 3 meV. About half of that is grid error: with the grid converged, the gap at 20 layers is 1.7 meV and $W=2.912$ eV. The converged gap oscillates with thickness and reaches about 6 meV between 14 and 21 layers, where $W$ itself varies between 2.90 and 2.91 eV. As a bulk reference it would be poor: such gaps are often comparable to or larger than the 1.7 meV mismatch that caused the drift above.

## What jellium leaves out

**Ion lattice.** Let $n_s=\bar nd$ be the number of ions per area in a plane. The neutralizing background cancels the average field of a plane. Each lateral Fourier component of its potential has amplitude $2\pi n_s/G$ and decays as $e^{-G|z|}$. An ion $l$ planes away, laterally shifted by $l\mathbf t$, has energy

$$u_l=2\pi n_s\sum_{\mathbf G\ne0}\frac{\cos(l\,\mathbf G\cdot\mathbf t)}{G}e^{-Gld}.$$

Cleaving separates $l$ pairs of planes at distance $ld$ and creates two surfaces, so $\sigma_{\rm ion}=-\tfrac12n_s\sum_l l\,u_l=32.9$ mJ/m².

**Pseudopotential.** Let the ion potential be $-1/r$ outside a core radius $r_c=1.7$ bohr (rough) and zero inside. Integrated over a plane out to a large radius $X$, an ion layer gives $-2\pi n_s[X-\max(|u|,r_c)]$ at distance $u$ from its centre. The background layer gives $-2\pi n_s[X-(u^2+d^2/4)/d]$. The difference, for $|u|<d/2$, is

$$\Delta v_{\rm ps}(u)=2\pi n_s\left[\max(|u|,r_c)-\frac{u^2}{d}-\frac d4\right].$$

To first order its surface part is $\tfrac12\int\Delta v_{\rm ps}(n-n_+)\,dz=35.3$ mJ/m². This is the value for 20 layers on the finer grid; with the grid converged it is 35.7. The number is only as good as the rough core radius: lowering $r_c$ by 0.1 bohr raises it by about 4 mJ/m², and raising $r_c$ by 0.1 bohr lowers it by about 6.

**Temperature.** The free energy of a degenerate gas shifts by $-\tfrac{\pi^2}{6}g(k_BT)^2$, where the density of states per electron at the Fermi energy $E_F$ is $g=3/(2E_F)$. With $E_F=3.145$ eV this is $-0.52$ meV per atom at 300 K. Including this electronic shift in the slabs but not in the bulk would cause a drift of $-0.32$ mJ/m² per layer. In the real metal, lattice vibrations shift the free energy far more, by roughly $-0.1$ eV per atom between 0 and 300 K, so they too must be treated alike on both sides. Electronic smearing applied on one side alone also causes a drift if it shifts the energy per layer, with a size that depends on the smearing and a sign that depends on which side is smeared.

**The real metal.** The two lattice terms add 68 mJ/m², or 41% of the jellium value, and bring the estimate to about 235 mJ/m² on the grids used here, or about 233 with the grid converged. Sodium's surface energy is roughly 0.2 to 0.3 J/m² and its work function roughly 2 to 3 eV, so the model has the right scale but does not predict the measured values. Surface relaxation, higher orders in the pseudopotential and the error of the LDA are not sized here. The drift law (2) does not depend on these omissions: it needs only a slab energy of form (1) and a bulk reference with a fixed error per layer.

## Procedure

1. Compute slabs with identical settings, including in-plane sampling, grid alignment and smearing. The window should cover at least one finite-size period, and preferably more.
2. Fit $E_N$ linearly, and take $\sigma$ as half the intercept.
3. Plot $\tfrac12(E_N-Ne_{\rm fit})$ against $N$. Curvature or growing scatter shows that (1) is not yet a good description.
4. Shift a window of fixed length one layer at a time through a full period, and take the spread in $\sigma$ as an indication of the finite-size error for that length. A single shift can make the error look much too small.
5. Repeat with tighter settings, because the intercept keeps the surface part of the numerical error.
6. If a separate bulk energy exists, compare it with the slope. The difference times $N_{\max}/2$ is the error it would have caused at the thickest slab.

The slab-by-slab energies are in the numerical output below.

## Computed values

```
lattice constant (rough, Na)       0.429 nm
layer spacing d                    0.3033 nm = 5.7325 bohr
electron density                   25.331 nm^-3
density parameter r_s              3.992 bohr
Fermi wave number                  0.4808 1/bohr
Fermi energy                       3.145 eV
grid step, coarse / fine           0.5732 / 0.2866 bohr
quantum-size period                8.15 layers
N, E_N, sigma(matched bulk), sigma(continuum bulk) in mJ/m^2
  6   -15220.668   168.352   162.033
  7   -17818.033   166.117   158.745
  8   -20412.633   165.264   156.839
  9   -23004.971   165.543   156.065
 10   -25596.611   166.171   155.639
 11   -28188.294   166.777   155.192
 12   -30780.371   167.186   154.548
 13   -33372.996   167.322   153.630
 14   -35966.224   167.155   152.410
 15   -38560.060   166.685   150.887
 16   -41153.702   166.311   149.460
 17   -43746.633   166.293   148.389
 18   -46339.218   166.449   147.491
 19   -48931.698   166.656   146.645
 20   -51524.235   166.835   145.771
 21   -54116.937   166.932   144.815
fitted slope                       -2592.8707 mJ/m^2 per layer
matched bulk (ring, same grid)     -2592.8953 mJ/m^2 per layer
continuum bulk                     -2590.7889 mJ/m^2 per layer
bulk with 6 k-points               -2600.4084 mJ/m^2 per layer
fitted sigma                       166.46 mJ/m^2
fitted sigma                       1.0692e-04 Ha/bohr^2
mean sigma with matched bulk       166.63 mJ/m^2
sigma, window 6-13 / 14-21         166.22 / 166.59 mJ/m^2
mismatch delta (continuum)         1.711 meV per atom
delta, exact / h^2 formula         2.1064 / 2.1010 mJ/m^2
drift, slabs / -delta/2            -1.0409 / -1.0532 mJ/m^2 per layer
drift 6 k-points, slabs / formula  3.7689 / 3.7566 mJ/m^2 per layer
slope change on halving h, slabs   1.5935 mJ/m^2 per layer
slope change on halving h, ring    1.5808 mJ/m^2 per layer
sigma, even N, coarse / fine grid  167.05 / 165.10 mJ/m^2
work function, N=20, fine grid    2.914 eV
mu - v_es(edge), same slab         -2.1082 eV
bulk energy per electron, fine     -2.1048 eV
sd(sigma)/s, fit: formula / MC     0.387 / 0.385
sd(sigma)/s, increment: same       14.500 / 14.562
neglected ion-lattice cleavage     32.9 mJ/m^2
core radius (rough)                1.7 bohr
neglected pseudopotential term     35.3 mJ/m^2
free-energy shift at 300 K         -0.524 meV per atom
drift if only slabs are at 300 K   -0.3227 mJ/m^2 per layer
```
